Field-assisted copper-ion hopping: sinh drift law and linear mobility

Two neighbouring copper lines are held at different voltages. If the barrier or liner around the positive line leaks, Cu⁺ ions enter the dielectric and drift towards the other line. A transport calculation needs their velocity as a function of field. A constant mobility is adequate when the field hardly changes the energy of one hop compared with kT. Beyond that range the velocity of an ion held in narrow wells grows faster than the field, as long as the barrier that remains in the field is much larger than kT.

**1. Model and work per hop**

An ion of charge q > 0 and mass m moves along x in a potential V(x) of period a, with wells at x = 0, ±a, … and saddles midway between them. The barrier E_a is much larger than kT, and V(−x) = V(x). Ions are dilute, and each comes to thermal equilibrium in its well before hopping again. The field F is positive along +x.

Which field does the work? Consider plates at x = 0 and x = L with a uniform dielectric of permittivity ε between them. First ground both plates and place a sheet of charge Σ per area at x. Let E₁ and E₂ be the fields to its left and right. Zero voltage and Gauss's law require

E₁x + E₂(L − x) = 0, ε(E₂ − E₁) = Σ.

Hence E₂ = Σx/(εL), and the right plate carries −εE₂ = −Σx/L per area. The permittivity has cancelled. Spreading a point ion uniformly over the sheet does not alter the total induced charge, so the ion induces −qx/L on the right plate and −q(1 − x/L) on the left.

Now hold the left plate at voltage V₀ = FL. When the ion moves by a, charge qa/L passes through the source from the right plate to the left, and the source does work

V₀qa/L = qFa.

The stored field energy does not change. Its cross term between the applied field and the ion's field is proportional to F∫(∂φ/∂x)dx, where φ is the ion's potential with grounded plates, and this vanishes because φ is zero at both plates. The ion's own field energy is the same at equivalent sites far from the electrodes. The energy available to the hop is therefore qFa with the macroscopic field F = V₀/L, and no Lorentz local-field factor is to be added. Near an electrode, image forces add a position-dependent energy that this model omits. At distance d it is about −q²/(16πεd), so it changes by about q²a/(16πεd²) per hop. For a relative permittivity of 3 and a = 1 nm this is 5% of qFa at d = 5 nm when F = 1 MV/cm, and 12% of qFa at d = 10 nm when F = 0.1 MV/cm: the weaker the field, the farther the images matter.

Between the wells, the ion is taken to couple to the field with the same charge q, so that

U(x) = V(x) − qFx.

**2. Hop rate without a field**

At equilibrium the rate of leaving to the right is the probability density at the saddle times the mean one-way velocity. The Maxwell distribution gives

∫₀^∞ w √(m/2πkT) exp(−mw²/2kT) dw = √(kT/2πm).

Dividing by the population of the well,

k₀ = √(kT/2πm) exp(−V_saddle/kT) / ∫_well exp(−V/kT) dx.

This is the rate per direction. It counts every crossing as a completed hop. Ions that recross at once reduce it by a transmission factor, set to 1 in the example.

For explicit numbers take V = −(E_a/2)cos(2πx/a). Its curvature at the well is V″ = 2π²E_a/a², so the well integral is approximately exp(E_a/2kT)√(2πkT/V″). With V_saddle = E_a/2,

k₀ ≈ √(kT/2πm) √(V″/2πkT) exp(−E_a/kT) = (1/2π)√(V″/m) exp(−E_a/kT).

This is

k₀ = ν exp(−E_a/kT), ν = (1/a)√(E_a/2m).

The first correction comes from the quartic term. With y = 2πx/a, V = −E_a/2 + E_a y²/4 − E_a y⁴/48 + …. The Gaussian averages are ⟨y²⟩ = 2kT/E_a and ⟨y⁴⟩ = 3⟨y²⟩² = 12(kT/E_a)². The well integral grows by the factor 1 + (E_a/48kT)⟨y⁴⟩ = 1 + kT/(4E_a), so the rate is multiplied by 1 − kT/(4E_a) to first order.

**3. Hop rates in the field**

The forward and backward exits share one well population. If the right saddle is at x_R, the left one is at x_R − a, and periodicity of V gives

U(x_R − a) = V(x_R) − qFx_R + qFa = U(x_R) + qFa.

The backward saddle is higher by qFa. Therefore

k₊/k₋ = exp(qFa/kT) = exp(2u), u = qFa/(2kT).

Define k_s = √(k₊k₋). Then

k₊ = k_s e^u, k₋ = k_s e^(−u).

Reversing the field and reflecting the coordinate exchanges the two exits, so k₊(−F) = k₋(F). The product k₊k₋ is then unchanged by F → −F, which makes k_s even in F. Its expansion starts as k₀[1 + O(F²)], and the part of the barrier change linear in F is −qFa/2 forward and +qFa/2 backward. The factor one half follows from the saddle lying midway.

**4. Drift law and its two limits**

Let p_n be the probability of finding the ion in well n:

dp_n/dt = k₊p_(n−1) + k₋p_(n+1) − (k₊ + k₋)p_n.

A forward hop changes n by +1 and a backward hop by −1, so d⟨n⟩/dt = k₊ − k₋. The drift velocity is

v = a(k₊ − k₋) = a k_s(e^u − e^(−u)) = 2a k_s sinh u.

Replacing k_s by its zero-field value gives the usual law,

v = 2a k₀ sinh(qFa/2kT).

For |u| ≪ 1, sinh u ≈ u and

v = μF, μ = q a²k₀/(kT).

Here forward and backward hops nearly balance, and the drift is a small difference between two large rates. For u ≫ 1 the backward hops die out and v → a k_s e^u. The crossover field is 2kT/(qa), where u = 1.

**5. Error of the plain sinh law**

For the cosine potential, U′ = 0 requires

sin(2πx/a) = s, s = qFa/(πE_a), |s| < 1.

The well moves to x₀ = (a/2π)arcsin s and the right saddle to a/2 − x₀. Their energies are

U_well = −(E_a/2)√(1 − s²) − qFx₀,
U_saddle = +(E_a/2)√(1 − s²) − qF(a/2 − x₀).

Since 2qFx₀ = E_a s arcsin s, the forward barrier is

E_a[√(1 − s²) + s arcsin s] − qFa/2.

The last term supplies e^u. The well curvature falls by √(1 − s²), so the attempt frequency falls by (1 − s²)^(1/4). What remains is

k_s/k₀ = (1 − s²)^(1/4) exp{−(E_a/kT)[√(1 − s²) + s arcsin s − 1]}.

For small s the square bracket is (1 − s²/2) + s² − 1 = s²/2. The prefactor contributes −s²/4 to the logarithm, which is smaller than the exponent by kT/(2E_a). To leading order in kT/E_a and s,

k_s/k₀ ≈ exp[−(qFa)²/(2π²E_a kT)].

The field pushes well and saddle towards each other, and this raises the barrier slightly above the linear estimate E_a − qFa/2. The plain law therefore overestimates the velocity in this potential, and it needs (qFa)² ≪ 2π²E_a kT. This is a much weaker condition than u ≪ 1 when E_a ≫ kT. Combining the expansions of sinh u and k_s, with qFa = 2u kT,

v/(μF) = 1 + u²/6 − 2u²kT/(π²E_a) + …
= 1 + (u²/6)[1 − 12kT/(π²E_a)] + ….

**6. A second limit: strong friction**

The same law can be compared with a description that assumes no hops. Let D_f be the diffusion coefficient of a strongly damped ion without the potential. Its steady current is

J = −D_f exp(−U/kT) (d/dx)[exp(U/kT)p].

Divide by the first exponential and integrate from x to x + a. With periodic p and U(x + a) = U(x) − qFa,

p(x) exp[U(x)/kT](1 − e^(−2u)) = (J/D_f) ∫_x^(x+a) exp[U(y)/kT] dy.

Solve for p, normalise it to one ion per period and use v = aJ:

v = a D_f(1 − e^(−2u)) / ∫₀^a dx exp[−U(x)/kT] ∫_x^(x+a) exp[U(y)/kT] dy.

For high barriers the double integral is a product of one Gaussian at the well and one at the saddle. Each width varies as (1 − s²)^(−1/4), so the prefactor in k_s/k₀ becomes (1 − s²)^(1/2) instead of (1 − s²)^(1/4). The exponential is unchanged. Compared with the equilibrium flux of section 2, this limit has a different k₀ and a slightly different prefactor, while the factor sinh u is the same. Both descriptions require the ion to lose its excess energy in the next well. If friction is too weak for that, an ion can pass several wells in one jump, and the sinh law for single hops fails. When each is divided by its own low-field linear law, the full double integral and this corrected law agree to within 0.1% at all four fields of the example.

**7. Flux for a transport solver**

From the master equation, d⟨n²⟩/dt = k₊⟨2n + 1⟩ + k₋⟨1 − 2n⟩. Subtracting 2⟨n⟩d⟨n⟩/dt shows that the variance of n grows at the rate k₊ + k₋. The variance of position grows as 2Dt, so

D = (a²/2)(k₊ + k₋) = a²k_s cosh u.

Let c be the ion concentration. A plane of wells holds ac ions per area, and the flux between neighbouring planes is

j = a[k₊c(x − a/2) − k₋c(x + a/2)].

Expanding c about x to first order gives

j = vc − D ∂c/∂x.

In this flux F is the local macroscopic field, including space charge, and it must vary little over a. The ratio of the coefficients is

DF/v = (aF/2)coth u = (kT/q)u coth u.

It tends to the Einstein value kT/q at low field, where D₀ = a²k₀ and μ = qD₀/(kT).

The larger ratio at high field needs care at a blocking electrode. Setting the discrete flux to zero gives c(x + a/2)/c(x − a/2) = e^(2u), the Boltzmann profile. Setting the expanded flux to zero gives ∂ln c/∂x = v/D = (2/a)tanh u, which is less than the Boltzmann slope 2u/a. The expansion fails there because c changes strongly over one hop. The discrete flux on a mesh of spacing a keeps the correct equilibrium, provided that Fa in u is the potential drop between the two planes.

**8. Apparent activation energy**

Suppose velocities at several temperatures are fitted to an Arrhenius line at fixed F. With β = 1/kT, constant ν and the plain law,

ln v = constant − βE_a + ln sinh(βqFa/2),

−∂ln v/∂β = E_a − (qFa/2)coth u.

At low field coth u ≈ 1/u and the result is E_a − kT, where the kT comes from the 1/T in the mobility. At high field it approaches E_a − qFa/2. A fitted slope should therefore not be entered as E_a without this correction.

**9. Hops in all directions**

In an amorphous dielectric, hops need not follow the field. Let their directions be isotropic, with total zero-field rate Γ and equal barriers. A hop at angle θ gains work qFa cos θ and advances by a cos θ. With h = cos θ, and again neglecting the even correction to the rates,

v = (aΓ/2) ∫₋₁¹ h e^(uh) dh = aΓ[cosh u/u − sinh u/u²].

Expanding the integrand gives v = (aΓu/3)(1 + u²/10 + …). The zero-field diffusion coefficient is D₀ = Γa²⟨h²⟩/2 = Γa²/6, so the linear term is again (qD₀/kT)F. The Einstein relation at low field survives the change of geometry, but the approach to high field is slower: u²/10 replaces u²/6. A hop length fitted with the sinh law is thus tied to the assumption that hops run along the field. A spread of barriers is outside this model.

**10. Worked example**

Take E_a = 1 eV, a = 1 nm and T = 400 K as round model parameters for no particular dielectric. Copper enters through q = e and m = 63.546 u. Then kT = 0.03447 eV and E_a/kT = 29.01. The attempt frequency is ν = 8.71 × 10¹¹ s⁻¹, and

k₀ = 8.71 × 10¹¹ s⁻¹ × exp(−29.01) = 0.219 s⁻¹.

Integrating over the actual well multiplies this by 0.9911, against 0.9914 from 1 − kT/(4E_a). The harmonic k₀ is used below. With a = 10⁻⁷ cm,

D₀ = (10⁻⁷ cm)² × 0.219 s⁻¹ = 2.19 × 10⁻¹⁵ cm²/s,
μ = D₀/(0.03447 V) = 6.36 × 10⁻¹⁴ cm²/(V s).

At F = 1 MV/cm the ion gains qFa = 0.100 eV per hop, and u = 0.100/(2 × 0.03447) = 1.45. The forward and backward rates in the plain law are 0.935 and 0.051 s⁻¹, so

v = 1 nm × (0.935 − 0.051) s⁻¹ = 0.88 nm/s.

The linear law gives 0.64 nm/s. Crossing 100 nm of dielectric at constant field takes about 113 s with the sinh law and 157 s with the linear law. These times exclude the supply of ions at the copper surface.

The velocities at four fields are:

F (MV/cm) | linear v (nm/s) | sinh v (nm/s) | k_s/k₀
0.1 | 0.064 | 0.064 | 0.99985
0.5 | 0.318 | 0.346 | 0.996
1.0 | 0.636 | 0.883 | 0.985
2.0 | 1.27 | 3.98 | 0.942

The last column is the closed form of section 5 for the flux over the displaced saddles. Relative to that flux model with the same k₀, the plain sinh law is about 1.5% high at 1 MV/cm and 6% high at 2 MV/cm. The crossover field is 0.69 MV/cm, but the sinh law already exceeds the linear one by 1% at 0.17 MV/cm.

The strong-friction calculation gives a u² coefficient of 0.1595, evaluated at u = 0.1, against 0.1597 from the leading-order formula and 0.1667 from sinh u alone. For isotropic hops with the same low-field mobility, v/(μF) at 1 MV/cm is 1.23 instead of the 1.39 of the sinh law. At this field, and for the cosine potential, the choice of hop geometry matters more than the displacement of the saddle.

Also at 1 MV/cm, DF/v is 1.62 times kT/q, and the apparent activation energy is 0.944 eV instead of 1 eV. The absolute velocities also depend strongly on E_a: lowering E_a by 0.01 eV at fixed ν multiplies the zero-field rate by exp(0.01/0.03447) ≈ 1.34, a larger change than that from the hop geometry or the saddle displacement at this field. The full set of values is in the numerical output.

**11. Use in code**

The inputs are q, a, T and either k₀ or the pair ν, E_a. Compute u with the sign of F; sinh u then gives the direction of drift. For u near zero, evaluate u coth u as 1 + u²/3 to avoid dividing zero by zero. If μ has been measured at low field, k₀ = μkT/(qa²) fixes the rate without a separate value of ν, but a must still come from the nonlinear range or from the structure. For the cosine potential, multiply by k_s/k₀ when (qFa)²/(2π²E_a kT) is not small compared with the accuracy wanted. Wider wells need a larger correction at the same E_a and a. In the limit of a flat well between narrow barriers, the well integral grows by the factor sinh u/u, so k_s/k₀ → u/sinh u and the drift stays linear, v = μF. This factor needs E_a even when k₀ is given directly. Its cosine form is a model, whereas k₊/k₋ = e^(2u) holds for any periodic potential with one well and one saddle per period, if both exits share one well population in thermal equilibrium. The sinh law with the zero-field k₀ also needs the saddle midway. If the forward saddle lies at λa from the well, k_s/k₀ ≈ exp[(2λ − 1)u], which is linear in F and differs between the two polarities.

Numbers as computed

```
barrier E_a = 1.00 eV
hop length a = 1.00 nm
temperature T = 400 K
copper mass = 63.546 u
kT = 0.03447 eV
E_a/kT = 29.011
attempt frequency nu = 8.7131e+11 1/s
harmonic hop rate k0 = 2.1914e-01 1/s
hop rate from saddle flux = 2.1719e-01 1/s
ratio flux/harmonic = 0.99110
1 - kT/(4 E_a) = 0.99138
zero-field D0 = 2.1914e-15 cm^2/s
low-field mobility mu = 6.3576e-14 cm^2/(V s)
field scale 2kT/(qa) = 0.6894 MV/cm
linear law: sinh(u)/u = 1.01 at u = 0.2446
  that is at F = 0.1686 MV/cm
Table A: F (MV/cm), u, v linear (nm/s), v sinh (nm/s)
  0.1  0.1451  6.3576e-02  6.3799e-02
  0.5  0.7253  3.1788e-01  3.4649e-01
  1.0  1.4506  6.3576e-01  8.8338e-01
  2.0  2.9011  1.2715e+00  3.9752e+00
Table B: F (MV/cm), sinh(u)/u, k_s/k0 (saddle flux),
  v/(mu F) full Smoluchowski, v/(mu F) isotropic hops
  0.1  1.00351  0.99985  1.00336  1.00211
  0.5  1.09001  0.99627  1.08586  1.05360
  1.0  1.38949  0.98516  1.36846  1.22686
  2.0  3.12632  0.94193  2.94128  2.13811
u^2 coefficient, full Smoluchowski = 0.15949
u^2 coefficient, formula = 0.15968
At F = 1 MV/cm:
  energy gained per hop qFa = 0.100 eV
  forward rate k0 exp(u) = 9.3476e-01 1/s
  backward rate k0 exp(-u) = 5.1375e-02 1/s
  D(F)/D0 from master equation = 2.2500
  (D F/v)/(kT/q) from master equation = 1.6193
  apparent activation energy = 0.9442 eV
  film thickness = 100 nm
  drift time, sinh law = 113.2 s
  drift time, linear law = 157.3 s
```
